# How shear moves, lowers and merges silicon's valleys near X, part 1

(Sections cited here and not found follow in the second part.)

## The two-band model and its minimum

Q: You say that a shear strain changes the energy of silicon's conduction valleys on the z axis. I doubt it. The shear $\varepsilon_{xy}$ distorts the plane perpendicular to that axis, does not stretch z, and to first order does not change the volume. What is there for the valley to respond to?

A: To first order in the strain, nothing, and symmetry says so. Rotate the crystal by half a turn about x. The coordinates y and z change sign, so $\varepsilon_{xy}$ becomes $-\varepsilon_{xy}$ and a wave vector on the z axis is reversed. Now apply inversion. It restores the wave vector and leaves the strain alone, because a strain component carries two indices. The energy at a given point of the z axis is therefore the same for $\varepsilon_{xy}$ and $-\varepsilon_{xy}$:

$$
E(k_z,\varepsilon_{xy})=E(k_z,-\varepsilon_{xy}).
$$

A term linear in the shear is excluded, but a quadratic term is allowed. Such a term comes from mixing between bands, and it is large when another band lies close in energy.

Here $\varepsilon_{xy}$ is the tensor component of the strain, half the engineering shear angle. I leave out spin-orbit coupling, and I use atomic units in the algebra, so $\hbar$ and the free-electron mass are one.

Q: Then everything rests on a nearby band. Is there a reason for one, or do you rely on a numerical accident of silicon?

A: There is a reason: at X the conduction band must touch another band. Put the origin at the centre of a bond, so that two neighbouring atoms sit at $\pm(a/8)(1,1,1)$, where $a$ is the cubic lattice constant. Two symmetry operations of the diamond structure are inversion about the origin, and a half turn about an x-directed axis through the atom at $(a/8)(1,1,1)$:

$$
I:(x,y,z)\to(-x,-y,-z),
$$

$$
R_x:(x,y,z)\to\left(x,\tfrac a4-y,\tfrac a4-z\right).
$$

Apply them in both orders. Rotation followed by inversion gives

$$
IR_x:(x,y,z)\to\left(-x,\;y-\tfrac a4,\;z-\tfrac a4\right),
$$

while inversion followed by rotation gives

$$
R_xI:(x,y,z)\to\left(-x,\;y+\tfrac a4,\;z+\tfrac a4\right).
$$

The results differ by the translation $(0,a/2,a/2)$, which is a lattice vector. A Bloch state at $X=(0,0,2\pi/a)$ acquires under this translation a phase of magnitude $(2\pi/a)(a/2)=\pi$, hence a factor $-1$. Acting on states at X, the two operations thus anticommute:

$$
IR_x=-R_xI.
$$

Both operations send X to $-X$ or to itself up to a reciprocal-lattice vector, so they act among the states at X. Take a state with $I\psi=\psi$. Then

$$
I(R_x\psi)=-R_xI\psi=-R_x\psi .
$$

The state $R_x\psi$ has the same energy as $\psi$ but the opposite parity, so it is a different state. Every level at X is at least doubly degenerate. I assume that the lowest conduction level there has no further, accidental degeneracy.

Q: Fine, two bands touch. But a two-by-two matrix has room for many couplings. Why should the shear and the wave vector enter in the particular way that suits you?

A: The same operations settle it. Let $k$ be the component of the wave vector along z measured from X, and let $k_x,k_y$ be the transverse components. Since $I$ and $R_x$ each square to one and anticommute, a basis of the doublet can be chosen in which

$$
I=\sigma_x,\qquad R_x=\sigma_y,
$$

with $\sigma_x,\sigma_y,\sigma_z$ the Pauli matrices. A Hamiltonian term is a matrix multiplied by a component of strain or wave vector. The matrix must change sign under an operation whenever its multiplier does, so that the product is unchanged.

The component $k$ is odd under both operations. Oddness under $I$ leaves $\sigma_y$ and $\sigma_z$, since these anticommute with $\sigma_x$. Oddness under $R_x$ leaves $\sigma_x$ and $\sigma_z$. The common choice is $\sigma_z$.

The shear is even under $I$, which leaves the unit matrix and $\sigma_x$. It is odd under $R_x$, which leaves $\sigma_x$ and $\sigma_z$. The common choice is $\sigma_x$. Diagonal strains, and also $k^2$, are even under both operations, and the unit matrix is the one choice that commutes with both $\sigma_x$ and $\sigma_y$. They shift the doublet without splitting it.

Q: And terms linear in $k_x$ or $k_y$? If they existed, the valley would not stay on the axis.

A: Use a third operation, the half turn about a z-directed axis through the same atom,

$$
R_z:(x,y,z)\to\left(\tfrac a4-x,\tfrac a4-y,z\right).
$$

It commutes with $R_x$, because either order gives $(a/4-x,\,y,\,a/4-z)$. The two orders of $R_z$ and $I$ differ by the translation $(a/2,a/2,0)$, whose phase at X is one, so these commute as well. A two-by-two matrix that commutes with both $\sigma_x$ and $\sigma_y$ is a multiple of the unit matrix. No matrix can change sign under such an operation. But $k_x$ and $k_y$ do change sign under $R_z$, so terms linear in them are forbidden.

The product $k_xk_y$ has the same signs as $\varepsilon_{xy}$ under all three operations. It therefore also multiplies $\sigma_x$, a fact that matters for the transverse masses. On the axis itself it vanishes.

Q: Could the shear also produce a coupling proportional to $k\,\varepsilon_{xy}$? That would spoil a constant coupling at first order in $k$.

A: Spatial symmetry would allow it with $\sigma_y$: the product is odd under $I$ and even under $R_x$. Time reversal removes it. Time reversal commutes with the spatial operations, so it leaves the operators represented by $\sigma_x$ and $\sigma_y$ unchanged. It reverses $k$ and leaves strain unchanged. Thus $k\,\varepsilon_{xy}\sigma_y$ changes sign and is excluded. By contrast $\sigma_z=-i\sigma_x\sigma_y$ changes sign, because time reversal conjugates the factor $i$, so $k\sigma_z$ survives.

The leading Hamiltonian on the axis, with energy measured from the mean of the doublet at X, is

$$
H=Ak^2\,\mathbb 1+vk\,\sigma_z+D\,\sigma_x,
\qquad D=\Xi\,\varepsilon_{xy}.
$$

Here $\mathbb 1$ is the unit matrix, $v$ is a slope and $\Xi$ is the shear deformation potential. The symbol $D$ means the coupling energy, with the strain already included. A shear also lets the two atomic sublattices move relative to each other along z. That displacement has the same symmetry as $\varepsilon_{xy}$, so its linear effect belongs in $\Xi$.

Q: You now have two unknown band parameters, $A$ and $v$. The claim you want contains $k_0$ and the longitudinal mass. Have you fitted your way to the answer?

A: Two properties of the unstrained valley fix two parameters. With $D=0$ the matrix is diagonal. For $v>0$, a choice of labels, the lower energy is

$$
E=Ak^2-v|k|.
$$

For positive $k$ its derivative is $2Ak-v$, which vanishes at $k=v/(2A)$. Calling this position $k_0$ gives

$$
v=2Ak_0.
$$

Completing the square then gives

$$
E=Ak^2-2Ak_0|k|=A(|k|-k_0)^2-Ak_0^2.
$$

The second derivative at the valley is $2A$. The longitudinal mass $m_l$ is defined by a second derivative $1/m_l$, so

$$
A=\frac{1}{2m_l}.
$$

The other band has energy $Ak^2+2Ak_0|k|$. At $|k|=k_0$ it lies above the valley by $4Ak_0^2$. This gap is a prediction of the two-band form once $m_l$ and $k_0$ are given, and a real band structure can violate it. That is one place where the model can be judged.

The minima at $k=k_0$ and $k=-k_0$ are the pair of valleys on the z axis. X lies on the zone boundary, and the negative side of X is equivalent, through a reciprocal-lattice vector, to the region near the opposite zone face.

Q: Switch on the shear. The bands repel most strongly where they cross, at X, and there the lower band goes down. Why do you not simply say that the minimum jumps to X?

A: Because the valley starts below the crossing, and a small repulsion at X does not make up the difference. We need the eigenvalues. Subtract $Ak^2$ from the matrix and square the rest. The cross terms cancel because $\sigma_z$ and $\sigma_x$ anticommute:

$$
(2Ak_0k\,\sigma_z+D\sigma_x)^2=(4A^2k_0^2k^2+D^2)\mathbb 1.
$$

The matrix being squared has zero trace, so its eigenvalues are equal and opposite. With

$$
S(k)=\sqrt{4A^2k_0^2k^2+D^2},
$$

the two bands are

$$
E_\pm(k)=Ak^2\pm S(k).
$$

To find the extrema of the lower band, differentiate it. The derivative of $S$ is $4A^2k_0^2k/S$, hence

$$
\frac{dE_-}{dk}=2Ak-\frac{4A^2k_0^2k}{S}
=2Ak\left(1-\frac{2Ak_0^2}{S}\right).
$$

Either $k=0$, or $S=2Ak_0^2$. Squaring the second condition gives

$$
4A^2k_0^2k^2+D^2=4A^2k_0^4,
$$

and division by $4A^2k_0^2$ gives

$$
k_{\min}^2=k_0^2-\frac{D^2}{4A^2k_0^2}.
$$

The valley has moved towards X. It is useful to define the dimensionless coupling

$$
\eta=\frac{|D|}{2Ak_0^2},
$$

so that

$$
k_{\min}=\pm k_0\sqrt{1-\eta^2}.
$$

For small $\eta$ the displacement towards X is $k_0\eta^2/2$, quadratic in the strain as the opening symmetry argument requires.

Q: You have found stationary points and named them minima. Show me that there is nothing lower, and show me the energy.

A: Both follow from writing the energy in terms of $S$. From its definition,

$$
Ak^2=\frac{S^2-D^2}{4Ak_0^2}.
$$

Insert this in the lower band and complete the square:

$$
E_-=\frac{S^2-D^2}{4Ak_0^2}-S
=\frac{(S-2Ak_0^2)^2}{4Ak_0^2}-Ak_0^2-\frac{D^2}{4Ak_0^2}.
$$

To verify the last form, expand the square. It contributes $S^2/(4Ak_0^2)-S+Ak_0^2$, and the final $Ak_0^2$ is cancelled by the next term. The squared term cannot be negative. If $S$ can reach $2Ak_0^2$, the lowest energy in the whole model is therefore

$$
E_{\min}=-Ak_0^2-\frac{D^2}{4Ak_0^2}.
$$

The unstrained minimum was $-Ak_0^2$. The drop is

$$
\Delta=\frac{D^2}{4Ak_0^2}.
$$

Within this Hamiltonian no power of $D$ has been discarded.

Q: "If $S$ can reach" is carrying weight. Your formula would let the valley fall without limit as the shear grows, and $k_{\min}$ would become imaginary.

A: The condition is essential. Since $S$ is never smaller than $|D|$, it can reach $2Ak_0^2$ at nonzero $k$ when $|D|<2Ak_0^2$, which is $\eta<1$. At $\eta=1$ the two minima meet at X. For larger coupling, the smallest available $S$ is $|D|$, at $k=0$, and the squared term is smallest there. The minimum then stays at X with

$$
E_{\min}=-|D|,
\qquad
\Delta=|D|-Ak_0^2
\qquad(\eta\geq1).
$$

The two expressions for the drop agree at the merger, where both equal $Ak_0^2$. Their derivatives with respect to $|D|$ are $|D|/(2Ak_0^2)$ and one, which also agree there. So the quadratic law passes smoothly into a linear one, and the quadratic law never describes a drop larger than $Ak_0^2$.

Q: A quadratic drop is what second-order perturbation theory gives. Why did we need the square roots?

A: Perturbation theory at the fixed point $k_0$ gives the squared coupling divided by the gap, $D^2/(4Ak_0^2)$. That is the same expression, but the agreement hides two higher-order effects that cancel. Diagonalize at fixed $k_0$ instead. There $S=2Ak_0^2\sqrt{1+\eta^2}$, so the drop is

$$
\Delta_{\rm fixed}=2Ak_0^2\left(\sqrt{1+\eta^2}-1\right)
=Ak_0^2\left(\eta^2-\frac{\eta^4}{4}+\cdots\right).
$$

It is smaller than $\Delta=Ak_0^2\eta^2$. The missing energy is recovered when the minimum moves. For small $\eta$ it moves by $k_0\eta^2/2$ in a parabola of coefficient $A$, which yields

$$
A\left(\frac{k_0\eta^2}{2}\right)^2=Ak_0^2\frac{\eta^4}{4}.
$$

This replaces the quartic loss. The completed square shows that the cancellation continues at higher orders in this model. The square roots also supply the displacement and the merger, neither of which follows from the energy at one fixed point.

## Masses, loading and silicon

Q: Before I accept numbers, remind me what is fixed. I do not want a symbol to change its meaning halfway.

A: The wave vector $k$ is measured from X along z, and $k_0$ is its unstrained valley value. The coefficient is $A=1/(2m_l)$ in atomic units, or $\hbar^2/(2m_l)$ in ordinary units. The shear coupling is $D=\Xi\varepsilon_{xy}$, and $\eta=|D|/(2Ak_0^2)$. The lower band is $E_-=Ak^2-S$, with $S=\sqrt{4A^2k_0^2k^2+D^2}$. For $\eta<1$ its minima are at $\pm k_0\sqrt{1-\eta^2}$, where $S=2Ak_0^2$, and they have dropped by $\Delta=D^2/(4Ak_0^2)$. Energies are measured from the mean of the X doublet.

Within the two-band model, shear lowers the z valleys quadratically and moves them towards X until they merge at $\eta=1$. What remains is to find the strained masses and the barrier between the valleys, put in numbers for silicon, include the normal strains of a real load and the effect of temperature, and compare the model with a many-band calculation.
